# Mobility from remote random charges above a strongly screened two-dimensional channel: a program that tests the result

```python
# Result under test (Hartree atomic units): random unit charges, sheet density N,
# at distance d from a degenerate 2D channel give the mobility
#     mu0 = 2 g^2 (kF d)^3 / (pi N) = 16 sqrt(pi g) n^(3/2) d^3 / N
# when kF d >> 1 and q_TF d >> 1.  n: electron sheet density, g: spin times valley
# degeneracy, kF = sqrt(4 pi n/g), m: effective mass, kappa: permittivity,
# q_TF = g m/kappa: screening wavevector.  Potentials are energies of an electron.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import j0

pi = np.pi


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def screened(q, m, kappa, d, g=2, b=np.inf, r=0.0, t=0.0, k_hub=None):
    """Screened potential of one remote charge.
    b: Fang-Howard parameter (infinite for a thin channel), d: to the centroid,
    r: image coefficient of a plane at height t above the charges,
    k_hub: Fermi wavevector in the Hubbard local field (None: no local field)."""
    x = q / b
    spacer = d - 3 / b
    external = np.exp(-q * spacer) / (1 + x)**3 * (1 + r * np.exp(-2 * q * t))
    mutual = (8 + 9 * x + 3 * x**2) / (8 * (1 + x)**3)
    mutual = mutual + r * np.exp(-2 * q * (spacer + t)) / (1 + x)**6
    local = 1.0 if k_hub is None else 1 - q / (g * np.sqrt(q**2 + k_hub**2))
    return 2 * pi / kappa * external / (q + g * m / kappa * mutual * local)


def rate(k, m, kappa, d, N, transport=True, **extra):
    """Golden-rule rate at wavevector k; half the scattering angle is integrated."""
    def integrand(a):
        q = 2 * k * np.sin(a)
        weight = q**2 / (2 * k**2) if transport else 1.0
        return screened(q, m, kappa, d, **extra)**2 * weight
    cut = min(pi / 2, 10 / (k * d))
    total = quad(integrand, 0, cut, epsabs=0, epsrel=1e-10, limit=300)[0]
    if cut < pi / 2:
        total += quad(integrand, cut, pi / 2, epsabs=1e-13 * total, limit=300)[0]
    return 2 * N * m / pi * total


def mobility(k, m, kappa, d, N, **extra):
    return 1 / (m * rate(k, m, kappa, d, N, **extra))


def mobility_limit(n, d, N, g=2):
    return 16 * np.sqrt(pi * g) * n**1.5 * d**3 / N


def exponents(k, m, kappa, d):
    """Local powers of d and of n (kF varies as the square root of n)."""
    s = 0.01
    up, down = np.exp(s), np.exp(-s)
    in_d = np.log(mobility(k, m, kappa, d * up, 1.0)
                  / mobility(k, m, kappa, d * down, 1.0)) / (2 * s)
    in_k = np.log(mobility(k * up, m, kappa, d, 1.0)
                  / mobility(k * down, m, kappa, d, 1.0)) / (2 * s)
    return in_d, in_k / 2


# --- Screened potential against a finite-difference Poisson solution ---
def poisson_at_channel(q, m, kappa, d, t, top, g=2):
    h, far = 0.02, 60.0
    channel = int(round(far / h))
    charge = channel + int(round(d / h))
    plane = charge + int(round(t / h))
    size = plane if top == "metal" else plane + int(round(far / h))
    link = np.full(size + 1, float(kappa))
    if top == "vacuum":
        link[plane + 1:] = 1.0
    diagonal = (link[:-1] + link[1:]) * (1 / h + q**2 * h / 2)
    diagonal[channel] += 4 * pi * g * m / (2 * pi)  # induced channel charge
    bands = np.zeros((3, size))
    bands[0, 1:] = -link[1:-1] / h
    bands[1] = diagonal
    bands[2, :-1] = -link[1:-1] / h
    source = np.zeros(size)
    source[charge] = 4 * pi
    return solve_banded((1, 1), bands, source)[channel]


for top, r, t in (("same", 0.0, 1.0), ("metal", -1.0, 1.0),
                  ("vacuum", 7.5 / 9.5, 0.0), ("vacuum", 7.5 / 9.5, 1.0)):
    numeric = poisson_at_channel(0.4, 0.3, 8.5, 3.0, t, top)
    assert close(screened(0.4, 0.3, 8.5, 3.0, r=r, t=t), numeric, 2e-4)


# --- Static polarization from its definition, as a principal value ---
def polarization(q, kf, m, g):
    value = quad(lambda x: np.sqrt(max(kf**2 - x**2, 0.0)), -kf, kf,
                 weight="cauchy", wvar=-q / 2, limit=300)[0]
    return g * m / pi**2 * value / q


for q in (0.3, 1.2, 1.9):
    assert close(polarization(q, 1.0, 0.3, 2), 2 * 0.3 / (2 * pi), 1e-5)
assert polarization(3.0, 1.0, 0.3, 2) < 0.9 * 2 * 0.3 / (2 * pi)

# --- Transport rate against a matrix solution of the Boltzmann equation ---
k, m, kappa, d, N = 1.0, 0.7, 2.0, 5.0, 0.01
points = 800
angle = 2 * pi * np.arange(points) / points
transfer = 2 * k * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
jump = N * m / (2 * pi) * screened(transfer, m, kappa, d)**2 * 2 * pi / points
collision = np.diag(jump.sum(axis=1)) - jump + 1 / points  # fixes constant mode
response = np.linalg.solve(collision, k / m * np.cos(angle))
mu_matrix = 2 * m / k**2 * np.mean(k / m * np.cos(angle) * response)
assert close(mobility(k, m, kappa, d, N), mu_matrix, 1e-4)

# --- Limiting rate from classical impulses in real space ---
g, m, d, k, N = 2, 0.3, 3.0, 5.0, 0.01
hankel = quad(lambda q: q * j0(q * 2.0) * np.exp(-q * d) / (g * m), 0, 20,
              limit=300)[0]
assert close(d / (g * m * (2.0**2 + d**2)**1.5), hankel, 1e-7)


def impulse(y):
    force = quad(lambda x: 3 * d * y / (g * m * (x**2 + y**2 + d**2)**2.5),
                 -np.inf, np.inf)[0]
    return force / (k / m)


spread = 2 * quad(lambda y: impulse(y)**2, 0, np.inf)[0]
classical_rate = N * (k / m) * spread / (2 * k**2)
assert close(pi * N / (2 * g**2 * m * k**3 * d**3), classical_rate, 1e-6)

# --- Prefactor, powers, corrections and the other limits, by full quadrature ---
for g in (2, 4):
    for m in (1.0, 2.0):
        full = mobility(1.0, m, 0.1, 1000.0, 1.0, g=g)
        assert close(mobility_limit(g / (4 * pi), 1000.0, 1.0, g), full, 1e-3)
power_d, power_n = exponents(1.0, 1.0, 0.1, 1000.0)
assert abs(power_d - 3) < 2e-3 and abs(power_n - 1.5) < 2e-3

s, kd = 200.0, 100.0
ratio = mobility_limit(1 / (2 * pi), 100.0, 1.0) / mobility(1.0, 1.0, 1.0, 100.0, 1.0)
assert abs(ratio - (1 - 3 / s + 9 / s**2 + 3 / (8 * kd**2))) < 1e-5

m_weak = 5e-7  # q_TF d = 1e-4 with kF d = 100
weak = mobility(1.0, m_weak, 1.0, 100.0, 1.0)
assert close(100.0 / (pi * m_weak**2), weak, 1e-2)
weak_d, weak_n = exponents(1.0, m_weak, 1.0, 100.0)
assert abs(weak_d - 1) < 1e-2 and abs(weak_n - 1.5) < 1e-2
near_d, near_n = exponents(1.0, 1000.0, 1.0, 1e-3)
assert abs(near_n) < 1e-2

lifetimes = (rate(1.0, 1.0, 0.1, 1000.0, 1.0, transport=False)
             / rate(1.0, 1.0, 0.1, 1000.0, 1.0))
assert close(4 * 1000.0**2, lifetimes, 1e-3)


def rms_potential(m, kappa, d, N):
    square = quad(lambda q: q * screened(q, m, kappa, d)**2 / (2 * pi),
                  0, 25 / d, epsabs=0, epsrel=1e-10)[0]
    return np.sqrt(N * square)


n_test = 1 / (2 * pi)  # kF = 1, m = 1, so the Fermi energy is 1/2
assert close(np.sqrt(1 / (8 * pi)) / (n_test * 1000.0),
             rms_potential(1.0, 0.1, 1000.0, 1.0) / 0.5, 1e-3)

# --- Worked example: rough regime of a MgZnO/ZnO channel ---
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
nm = 1e-9 / bohr
per_cm2 = 1e4 * bohr**2
mu_unit = const.e * bohr**2 / const.hbar * 1e4  # cm2/Vs
mev = hartree / const.e * 1e3
m, kappa, g = 0.3, 8.5, 2
n_cm, N_cm, d_nm, T, gate_nm = 2e12, 5e12, 20.0, 2.0, 30.0
n, N, d, gate = n_cm * per_cm2, N_cm * per_cm2, d_nm * nm, gate_nm * nm
kf = np.sqrt(4 * pi * n / g)
qtf = g * m / kappa
ef = kf**2 / (2 * m)
kt = const.k * T / hartree
mu0 = mobility_limit(n, d, N)
mu1 = mobility(kf, m, kappa, d, N)
expansion = 1 - 3 / (qtf * d) + 9 / (qtf * d)**2 + 3 / (8 * (kf * d)**2)
power_d, power_n = exponents(kf, m, kappa, d)


# Width of the channel state psi = sqrt(b^3/2) z exp(-b z/2), from its energy
def subband_energy(b):
    slope = lambda z: np.sqrt(b**3 / 2) * (1 - b * z / 2) * np.exp(-b * z / 2)
    kinetic = quad(lambda z: slope(z)**2 / (2 * m), 0, 60 / b, epsabs=0)[0]
    above = lambda z: np.exp(-b * z) * (1 + b * z + (b * z)**2 / 2)
    field = quad(lambda z: above(z)**2, 0, 60 / b, epsabs=0)[0]
    return kinetic + 0.5 * 4 * pi * n / kappa * field


b = minimize_scalar(subband_energy, bounds=(0.005, 0.5), method="bounded",
                    options={"xatol": 1e-8}).x
assert close((33 * pi * m * n / (2 * kappa))**(1 / 3), b, 1e-4)
z = np.linspace(0, 40, 20001)
density = z**2 * np.exp(-z) / 2
inner = cumulative_trapezoid(density * np.exp(0.3 * z), z, initial=0)
form = 2 * trapezoid(density * np.exp(-0.3 * z) * inner, z)
assert close((8 + 9 * 0.3 + 3 * 0.09) / (8 * 1.3**3), form, 1e-5)

mu_thick = mobility(kf, m, kappa, d, N, b=b)
mu_hub = mobility(kf, m, kappa, d, N, k_hub=kf)
mu_gate = mobility(kf, m, kappa, d, N, r=-1.0, t=gate)
mu_vac = mobility(kf, m, kappa, d, N, r=(kappa - 1) / (kappa + 1), t=0.0)
mu_all = mobility(kf, m, kappa, d, N, b=b, k_hub=kf, r=-1.0, t=gate)

# Thermal average of the mobility over the edge of the Fermi distribution
x = np.arange(-20, 20.01, 0.5)
energy = ef + x * kt
edge = 1 / (4 * np.cosh(x / 2)**2)
mu_energy = np.array([mobility(np.sqrt(2 * m * e), m, kappa, d, N) for e in energy])
mu_warm = np.sum(edge * energy * mu_energy) / np.sum(edge * energy)
assert close(pi**2 / 6 * 15 / 4 * (kt / ef)**2, mu_warm / mu1 - 1, 0.1)

rms = rms_potential(m, kappa, d, N)
tau = mu1 * m
tau_q = 1 / rate(kf, m, kappa, d, N, transport=False)
ps = const.hbar / hartree * 1e12

print(f"effective mass {m} m_e, permittivity {kappa}, degeneracy {g}")
print(f"electron density n = {n_cm:.1e} cm^-2")
print(f"remote charge density N = {N_cm:.1e} cm^-2")
print(f"distance d = {d_nm:.1f} nm, temperature = {T:.1f} K")
print(f"kF = {kf * nm:.4f} nm^-1, kF d = {kf * d:.3f}")
print(f"q_TF = {qtf * nm:.4f} nm^-1, q_TF d = {qtf * d:.3f}")
print(f"Fermi energy = {ef * mev:.2f} meV")
print(f"Fermi temperature = {ef * hartree / const.k:.1f} K")
print(f"limiting mobility mu0 = {mu0 * mu_unit:.4e} cm2/Vs")
print(f"full thin-channel mobility mu1 = {mu1 * mu_unit:.4e} cm2/Vs")
print(f"mu0/mu1: quadrature {mu0 / mu1:.4f}, expansion {expansion:.4f}")
print(f"local power of d = {power_d:.3f}, of n = {power_n:.3f}")
print("table: d (nm), kF d, q_TF d, mu0 (cm2/Vs), mu1 (cm2/Vs), mu1/mu0")
for dist in (2.0, 5.0, 10.0, 20.0, 40.0, 80.0):
    a = mobility_limit(n, dist * nm, N)
    c = mobility(kf, m, kappa, dist * nm, N)
    print(f"  {dist:4.0f} {kf * dist * nm:7.2f} {qtf * dist * nm:7.2f} "
          f"{a * mu_unit:.3e} {c * mu_unit:.3e} {c / a:.3f}")
print(f"transport lifetime = {tau * ps:.2f} ps")
print(f"quantum lifetime = {tau_q * ps:.4f} ps")
print(f"lifetime ratio = {tau / tau_q:.1f}, 4 (kF d)^2 = {4 * (kf * d)**2:.1f}")
print(f"transport mean free path = {kf / m * tau / nm / 1000:.2f} um")
print(f"quantum mean free path = {kf / m * tau_q / nm:.1f} nm")
print(f"rms potential = {rms * mev:.3f} meV, over Fermi energy = {rms / ef:.4f}")
print(f"channel centroid below interface = {3 / b / nm:.2f} nm")
print("neglected effects, one at a time: mobility (cm2/Vs), ratio to mu1")
for name, value in (("channel thickness", mu_thick), ("Hubbard local field", mu_hub),
                    (f"metal gate {gate_nm:.0f} nm above charges", mu_gate),
                    ("charges at a vacuum surface", mu_vac),
                    ("thickness, local field and gate", mu_all)):
    print(f"  {name}: {value * mu_unit:.3e}, {value / mu1:.3f}")
print(f"thermal change of mobility at {T:.1f} K = {100 * (mu_warm / mu1 - 1):.3f} %")
print(f"weak-screening test: power of d = {weak_d:.3f}, of n = {weak_n:.3f}")
print(f"close-charge test (kF d = 0.001): power of n = {near_n:.4f}")
print("done: every assertion held")
```

Output:

```
effective mass 0.3 m_e, permittivity 8.5, degeneracy 2
electron density n = 2.0e+12 cm^-2
remote charge density N = 5.0e+12 cm^-2
distance d = 20.0 nm, temperature = 2.0 K
kF = 0.3545 nm^-1, kF d = 7.090
q_TF = 1.3339 nm^-1, q_TF d = 26.678
Fermi energy = 15.96 meV
Fermi temperature = 185.2 K
limiting mobility mu0 = 2.7575e+05 cm2/Vs
full thin-channel mobility mu1 = 3.0461e+05 cm2/Vs
mu0/mu1: quadrature 0.9052, expansion 0.9077
local power of d = 2.913, of n = 1.507
table: d (nm), kF d, q_TF d, mu0 (cm2/Vs), mu1 (cm2/Vs), mu1/mu0
     2    0.71    2.67 2.757e+02 5.506e+02 1.997
     5    1.77    6.67 4.309e+03 5.512e+03 1.279
    10    3.54   13.34 3.447e+04 4.103e+04 1.190
    20    7.09   26.68 2.757e+05 3.046e+05 1.105
    40   14.18   53.36 2.206e+06 2.326e+06 1.054
    80   28.36  106.71 1.765e+07 1.814e+07 1.028
transport lifetime = 51.96 ps
quantum lifetime = 0.2423 ps
lifetime ratio = 214.5, 4 (kF d)^2 = 201.1
transport mean free path = 7.11 um
quantum mean free path = 33.1 nm
rms potential = 1.717 meV, over Fermi energy = 0.1076
channel centroid below interface = 3.39 nm
neglected effects, one at a time: mobility (cm2/Vs), ratio to mu1
  channel thickness: 2.243e+05, 0.736
  Hubbard local field: 2.491e+05, 0.818
  metal gate 30 nm above charges: 3.346e+05, 1.098
  charges at a vacuum surface: 1.121e+05, 0.368
  thickness, local field and gate: 1.938e+05, 0.636
thermal change of mobility at 2.0 K = 0.072 %
weak-screening test: power of d = 1.003, of n = 1.500
close-charge test (kF d = 0.001): power of n = 0.0025
done: every assertion held
```
